# Gate shift of graphene's Dirac point beneath a grounded metal: a program that tests the result

```python
"""Gate shift of the Dirac point of graphene beneath a grounded metal.

Result under test: a gate step dV moves the Dirac energy E_D by at most
    e dV * eps*d / (t + eps*d),
well inside the contact. E_D is measured from the metal Fermi level.
d: vacuum gap, t: oxide thickness, eps: oxide permittivity,
offset: metal-graphene work-function difference with interface dipole,
n: net electron density of graphene, v: Dirac velocity.
Gaussian electrostatics; energies in eV, lengths in nm, e^2 in eV nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import expit

gap, oxide, eps = 0.3, 300.0, 3.9
velocity, offset = 1.0e6, 0.5
temperature = 300.0
e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
hv = sc.hbar * velocity / sc.e * 1e9
kT = sc.k * temperature / sc.e
energy_grid = np.linspace(0.0, 4.0, 8001)


def density(dirac, thermal=0.0):
    """Net electron density per nm^2, Fermi level at zero."""
    if thermal == 0.0:
        return -np.sign(dirac) * dirac**2 / (np.pi * hv**2)
    occupied = expit(-(energy_grid + dirac) / thermal)
    empty = expit(-(energy_grid - dirac) / thermal)
    integrand = 2 * energy_grid * (occupied - empty) / (np.pi * hv**2)
    return simpson(integrand, x=energy_grid)


def poisson(sheet_density, metal_energy, gate_volt, d=gap):
    """Electron potential energy on a grid from metal to gate."""
    n_gap, n_ox = 6, 60
    link = np.r_[np.full(n_gap, n_gap / d),
                 np.full(n_ox, eps * n_ox / oxide)]
    matrix = np.diag(link[:-1] + link[1:])
    matrix -= np.diag(link[1:-1], 1) + np.diag(link[1:-1], -1)
    source = np.zeros(len(link) - 1)
    source[n_gap - 1] = 4 * np.pi * e2 * sheet_density
    source[0] += link[0] * metal_energy
    source[-1] += link[-1] * (-gate_volt)
    inner = np.linalg.solve(matrix, source)
    return np.r_[metal_energy, inner, -gate_volt], n_gap


def solve_dirac(metal_energy, gate_volt, thermal=0.0, d=gap):
    """Self-consistent Dirac energy from the discretized Poisson equation."""
    def mismatch(dirac):
        profile, site = poisson(density(dirac, thermal),
                                metal_energy, gate_volt, d)
        return profile[site] - dirac
    return brentq(mismatch, -3.0, 3.0, xtol=1e-13, rtol=1e-13)


def closed_dirac(metal_energy, gate_volt, d=gap):
    """Zero-temperature solution of the quadratic charge balance."""
    a = 4 * e2 / hv**2
    g = 1 / d + eps / oxide
    force = metal_energy / d - eps * gate_volt / oxide
    root = np.sqrt(g**2 + 4 * a * abs(force))
    return np.sign(force) * 2 * abs(force) / (g + root)


def shift_bound(d):
    """Largest Dirac shift in eV for one gate volt."""
    return eps * d / (oxide + eps * d)


bound = shift_bound(gap)

# Closed form against the self-consistent field solution.
for metal_energy in (-0.6, 0.0, 0.1, 0.5):
    for gate in (-40.0, 1.0, 60.0):
        numeric = solve_dirac(metal_energy, gate)
        assert abs(numeric - closed_dirac(metal_energy, gate)) < 1e-8

# The bound and the sign, for many contacts, gate voltages, temperatures.
for thermal in (0.0, kT):
    for metal_energy in (-1.0, -0.5, 0.0, 0.2, 0.5, 1.0):
        for gate in (-50.0, 0.0, 50.0):
            drop = (solve_dirac(metal_energy, gate, thermal)
                    - solve_dirac(metal_energy, gate + 1.0, thermal))
            assert 0.0 < drop <= bound + 1e-9

# Equality when the graphene charge is fixed.
for fixed in (-0.03, 0.02):
    before, site = poisson(fixed, offset, 0.0)
    after, _ = poisson(fixed, offset, 1.0)
    assert abs(before[site] - after[site] - bound) < 1e-9

# Neutral graphene approaches the bound for a small gate step at T = 0.
small = 0.01
neutral_ratio = -solve_dirac(0.0, small) / (small * bound)
assert 0.999 < neutral_ratio < 1.0

# Worked example, quantum-capacitance slope and charge division.
dirac0 = solve_dirac(offset, 0.0)
dirac1 = solve_dirac(offset, 1.0)
example_shift = dirac0 - dirac1
q = 8 * e2 * abs(dirac0) / hv**2
slope = (eps / oxide) / (1 / gap + eps / oxide + q)
central = solve_dirac(offset, -0.5) - solve_dirac(offset, 0.5)
assert abs(central / slope - 1) < 1e-4
profile0, site = poisson(density(dirac0), offset, 0.0)
profile1, _ = poisson(density(dirac1), offset, 1.0)
gate_field0 = (profile0[-2] - profile0[-1]) * 60 / oxide
gate_field1 = (profile1[-2] - profile1[-1]) * 60 / oxide
gate_charge = eps * (gate_field1 - gate_field0) / (4 * np.pi * e2)
graphene_charge = density(dirac1) - density(dirac0)
graphene_share = graphene_charge / gate_charge
assert abs(graphene_share - q / (q + 1 / gap)) < 0.005

# Spin, valleys and cone: count states of the honeycomb band.
lattice = 0.246
hopping = 2 * hv / (np.sqrt(3) * lattice)
points = 2400
phase = 2 * np.pi * (np.arange(points) + 0.37) / points
count = 0
for p in phase:
    square = 3 + 2 * (np.cos(p) + np.cos(phase) + np.cos(p - phase))
    count += np.count_nonzero(hopping**2 * square < dirac0**2)
cell_area = np.sqrt(3) / 2 * lattice**2
counted = 2 * count / points**2 / cell_area
band_ratio = counted / abs(density(dirac0))
assert abs(band_ratio - 1) < 0.02

# Temperature: neutral contact and worked example.
warm_neutral = -solve_dirac(0.0, 1.0, kT)
q_warm = 16 * e2 * kT * np.log(2) / hv**2
warm_formula = (eps / oxide) / (1 / gap + eps / oxide + q_warm)
assert abs(warm_neutral / warm_formula - 1) < 0.005
warm_shift = solve_dirac(offset, 0.0, kT) - solve_dirac(offset, 1.0, kT)

# Without the metal: the same graphene, neutral at zero gate voltage.
no_metal = -solve_dirac(0.0, 1.0, d=1e9)
assert abs(no_metal + closed_dirac(0.0, 1.0, d=1e9)) < 1e-8
assert no_metal > bound

# A change of trapped charge at the graphene, at fixed graphene charge.
trap = 1e11 * 1e-14
with_trap, site = poisson(trap, offset, 0.0)
without_trap, _ = poisson(0.0, offset, 0.0)
trap_shift = with_trap[site] - without_trap[site]
trap_formula = 4 * np.pi * e2 * trap / (1 / gap + eps / oxide)
assert abs(trap_shift / trap_formula - 1) < 1e-8


def edge_fields(eps_below, eps_above, cells=30):
    """Underside field over V/t at distances t/3 and t from a metal edge.

    The thin metal covers the left half at height t above the gate."""
    nx, ny, edge = 6 * cells + 1, 4 * cells + 1, 3 * cells
    index = np.arange(nx * ny).reshape(nx, ny)
    layer = np.where(np.arange(ny - 1) < cells, eps_below, eps_above)
    row_weight = 0.5 * (np.r_[0.0, layer] + np.r_[layer, 0.0])
    column_weight = np.ones(nx)
    column_weight[[0, -1]] = 0.5
    horizontal = np.tile(row_weight, (nx - 1, 1)).ravel()
    vertical = np.outer(column_weight, layer).ravel()
    first = np.r_[index[:-1].ravel(), index[:, :-1].ravel()]
    second = np.r_[index[1:].ravel(), index[:, 1:].ravel()]
    weight = np.r_[horizontal, vertical]
    links = coo_matrix((np.r_[weight, weight],
                        (np.r_[first, second], np.r_[second, first])),
                       shape=(nx * ny, nx * ny)).tocsr()
    laplace = (diags(np.asarray(links.sum(axis=1)).ravel()) - links).tocsr()
    potential = np.zeros(nx * ny)
    potential[index[:, 0]] = 1.0
    fixed = np.zeros(nx * ny, dtype=bool)
    fixed[index[:, 0]] = True
    fixed[index[:edge + 1, cells]] = True
    free = ~fixed
    source = -laplace[free][:, fixed] @ potential[fixed]
    potential[free] = spsolve(laplace[free][:, free].tocsc(), source)
    potential = potential.reshape(nx, ny)
    field = (4 * potential[:, cells - 1] - potential[:, cells - 2])
    field *= cells / 2
    return field[edge - cells // 3], field[edge - cells]


def mapped_field(distance_over_t):
    """Conformal-map field for one uniform dielectric."""
    p = brentq(lambda s: 1 + s - np.exp(s) + np.pi * distance_over_t,
               -50.0, -1e-9)
    return 1 / (1 - np.exp(p))


uniform_near, uniform_far = edge_fields(1.0, 1.0)
assert abs(uniform_near / mapped_field(1 / 3) - 1) < 0.02
assert abs(uniform_far / mapped_field(1.0) - 1) < 0.01
edge_near, edge_far = edge_fields(eps, 1.0)
assert edge_near > edge_far > 0.99
assert edge_far < 1.05

# Fields and tunnelling across the gap at the Dirac wave vector.
oxide_field = abs(profile1[site] - profile1[-1]) / oxide * 10
gap_field = abs(offset - dirac0) / gap * 10
barrier = 4.5
kappa_free = np.sqrt(2 * sc.m_e * barrier * sc.e) / sc.hbar * 1e-9
corner = 4 * np.pi / (3 * lattice)
tunnel = np.exp(-2 * gap * np.hypot(kappa_free, corner))

print(f"Vacuum gap d: {gap:.1f} nm")
print(f"Oxide thickness t: {oxide:.0f} nm")
print(f"Oxide permittivity: {eps:.1f} (no unit)")
print(f"Dirac velocity: {velocity:.1e} m/s")
print(f"Work-function offset: {offset:.2f} eV")
print(f"e^2: {e2:.4f} eV nm")
print(f"hbar v: {hv:.4f} eV nm")
print(f"1/d: {1 / gap:.4f} 1/nm")
print(f"eps/t: {eps / oxide:.4f} 1/nm")
print(f"eps*d: {eps * gap:.2f} nm")
print(f"Bound for 1 V: {bound * 1e3:.3f} meV")
print(f"Bound for 1 V: {bound * sc.e * 1e7:.3e} erg")
print(f"Neutral T=0, 0.01 V step, shift/bound: {neutral_ratio:.5f}")
print(f"Example E_D at 0 V: {dirac0:.5f} eV")
print(f"Example E_D at 1 V: {dirac1:.5f} eV")
print(f"Example downward shift, T=0: {example_shift * 1e3:.3f} meV")
print(f"Example q at 0 V: {q:.3f} 1/nm")
print(f"Example slope at 0 V: {slope * 1e3:.3f} meV/V")
print(f"Example hole density at 0 V: {-density(dirac0) * 1e14:.3e} cm^-2")
print(f"Induced electrons for 1 V: {gate_charge * 1e14:.3e} cm^-2")
print(f"Share of them on graphene: {graphene_share * 100:.1f} %")
print(f"Neutral start, no metal, 1 V shift: {no_metal * 1e3:.1f} meV")
print(f"Temperature of use: {temperature:.0f} K")
print(f"Thermal energy kT: {kT * 1e3:.2f} meV")
print(f"Neutral q at 300 K: {q_warm:.3f} 1/nm")
print(f"Neutral contact shift at 300 K: {warm_neutral * 1e3:.3f} meV")
print(f"Example shift at 300 K: {warm_shift * 1e3:.3f} meV")
for other in (0.1, 0.2, 0.4):
    print(f"Bound for gap {other:.1f} nm: {shift_bound(other) * 1e3:.2f} meV")
print(f"Edge field factor, 100 nm inside: {edge_near:.3f}")
print(f"Edge field factor, 300 nm inside: {edge_far:.3f}")
print(f"Bound 100 nm inside edge: {edge_near * bound * 1e3:.2f} meV")
print(f"Bound 300 nm inside edge: {edge_far * bound * 1e3:.2f} meV")
print(f"Uniform-dielectric factor at 10 nm: {mapped_field(10 / oxide):.2f}")
print(f"Trapped electron change: {trap * 1e14:.1e} cm^-2")
print(f"Largest upward shift it causes: {trap_shift * 1e3:.2f} meV")
print(f"Band count over cone density: {band_ratio:.2f}")
print(f"Oxide field at 1 V: {oxide_field:.4f} MV/cm")
print(f"Gap field at 0 V: {gap_field:.2f} MV/cm")
print(f"Rough tunnel barrier: {barrier:.1f} eV")
print(f"Rough gap tunnelling factor: {tunnel:.0e} (no unit)")
print("PASS")
```

Printed output:

```
Vacuum gap d: 0.3 nm
Oxide thickness t: 300 nm
Oxide permittivity: 3.9 (no unit)
Dirac velocity: 1.0e+06 m/s
Work-function offset: 0.50 eV
e^2: 1.4400 eV nm
hbar v: 0.6582 eV nm
1/d: 3.3333 1/nm
eps/t: 0.0130 1/nm
eps*d: 1.17 nm
Bound for 1 V: 3.885 meV
Bound for 1 V: 6.224e-15 erg
Neutral T=0, 0.01 V step, shift/bound: 0.99985
Example E_D at 0 V: 0.24992 eV
Example E_D at 1 V: 0.24861 eV
Example downward shift, T=0: 1.303 meV
Example q at 0 V: 6.645 1/nm
Example slope at 0 V: 1.301 meV/V
Example hole density at 0 V: 4.589e+12 cm^-2
Induced electrons for 1 V: 7.175e+10 cm^-2
Share of them on graphene: 66.5 %
Neutral start, no metal, 1 V shift: 30.8 meV
Temperature of use: 300 K
Thermal energy kT: 25.85 meV
Neutral q at 300 K: 0.953 1/nm
Neutral contact shift at 300 K: 3.023 meV
Example shift at 300 K: 1.314 meV
Bound for gap 0.1 nm: 1.30 meV
Bound for gap 0.2 nm: 2.59 meV
Bound for gap 0.4 nm: 5.17 meV
Edge field factor, 100 nm inside: 1.208
Edge field factor, 300 nm inside: 1.019
Bound 100 nm inside edge: 4.69 meV
Bound 300 nm inside edge: 3.96 meV
Uniform-dielectric factor at 10 nm: 2.56
Trapped electron change: 1.0e+11 cm^-2
Largest upward shift it causes: 5.41 meV
Band count over cone density: 1.00
Oxide field at 1 V: 0.0416 MV/cm
Gap field at 0 V: 8.34 MV/cm
Rough tunnel barrier: 4.5 eV
Rough gap tunnelling factor: 5e-06 (no unit)
PASS
```
